Aluminium's bulk plasmon as a thermometer: dilution by thermal expansion

**Problem**

An aluminium interconnect is studied in an electron microscope. Some beam electrons lose energy by exciting a bulk plasmon, a collective oscillation of the valence electrons. The loss peak lies at 15.000 eV when the metal is at 300 K, and at 14.950 eV when current flows. These two positions are chosen example readings.

Treat the valence electrons as a free gas, three per atom, on a uniform positive background. The metal expands freely and equally in all directions, and no electrons enter or leave it. Rough typical data are:

- face-centred cubic cell edge a = 4.05 Å, with four atoms per cell;
- linear expansion coefficient α = (1/L) dL/dT = 23×10⁻⁶ per K at 300 K, growing by 1.2×10⁻⁸ per K for each kelvin;
- full width of the loss peak at half height Γ = 0.50 eV.

(a) Find the long-wavelength plasmon energy of this gas.

(b) Find how fast the observed line moves with temperature near 300 K.

(c) Heating also changes the velocities of the electrons. Does this move the line at fixed density?

(d) Find the temperature rise of the powered interconnect.

(e) Each spectrum holds one million counts in the peak. What temperature error do the counting statistics alone leave?

The algebra uses atomic units: ħ, the electron mass and the elementary charge equal 1, and the Coulomb energy of two electrons at distance r is 1/r.

**Hints**

1. For (a), shift the whole electron gas by a small distance and find the field of the uncovered charge.
2. For (b), take the logarithm before differentiating. A volume contains three lengths.
3. For (c), find the density that a weak travelling potential induces, and require that this density produces the potential. Expand in the wave number q.
4. For (d), integrate the logarithmic law over the temperature interval.
5. For (e), a bin carries information about the peak position in proportion to the squared slope of the spectrum divided by its height.

**Solution**

**(a) The plasmon energy.** Let n be the electron density. Shift all electrons in a slab by u along +x, normal to its faces. The right face gains charge −nu per unit area and the left face is left with +nu. The field between them points along +x and has strength 4πnu. An electron has charge −1, so it feels the force −4πnu:

u″ = −4πn u.

This is a harmonic oscillator with frequency ω_p = √(4πn). Since ħ = 1, its quantum of energy is

E = √(4πn).

The cell holds 4 × 3 = 12 electrons, hence

n = 12/(4.05 Å)³ = 0.1806 Å⁻³ = 0.02677 atomic units,

E = √(4π × 0.02677) = 0.580 hartree = 15.78 eV.

The observed line lies lower, at roughly 15 eV. The free gas omits the polarization of the ion cores and the periodic potential of the lattice. Both matter again below.

**(b) The shift per kelvin.** The number of electrons in a piece of metal is fixed, so n is proportional to 1/L³ and

d ln n/dT = −3α.

The logarithm of the plasmon energy is ln E = ½ ln(4π) + ½ ln n. Therefore

d ln E/dT = ½ × (−3α) = −(3/2)α,

dE/dT = −(3/2)αE.

The factor 3 comes from the three directions of expansion, and the factor ½ from the square root. The relative rate is −34.5×10⁻⁶ per K. For the free gas at 15.78 eV this gives −0.5445 meV/K. For the observed line,

dE/dT = −1.5 × 23×10⁻⁶ K⁻¹ × 15.0 eV = −0.52 meV/K.

The last step assumes that the ratio of the observed energy to the free-electron energy does not change with temperature. Under that assumption the line moves by roughly −0.5 meV per kelvin.

The sensitivity is proportional to α, so in this model it fades wherever the expansion coefficient becomes small, as it does on deep cooling. The line also responds to density changes of any other origin. A density loss of 0.1 % at constant temperature would be read as a heating of 0.001/(69×10⁻⁶ K⁻¹) ≈ 14 K.

**(c) Do faster electrons move the line?** Let a weak potential energy φ exp[i(q·r − ωt)] plus its complex conjugate act on an electron in the plane-wave state k, with energy k²/2. To first order it mixes in the states k+q and k−q, with amplitudes (time factors omitted)

c₊ = φ/(ω − D₊), c₋ = −φ*/(ω + D₋),

D₊ = k·q + q²/2, D₋ = −k·q + q²/2.

Here D₊ and D₋ are the energies gained in the two transitions. The part of the electron's density that follows the travelling wave is c₊ + c₋*. Now sum over the occupied states. They come in pairs k and −k, so D₋ may be replaced by D₊ ≡ D in the sum:

δn = φ Σ [1/(ω − D) − 1/(ω + D)] = φ Σ 2D/(ω² − D²).

The sum is taken per unit volume and includes spin. Transitions into occupied states need no special exclusion: if k and k+q are both occupied, the term for k → k+q cancels the term for k+q → k.

In a free oscillation the induced density is the source of the potential. Poisson's equation for the potential energy of an electron gives φ = 4πδn/q². The condition for a plasmon is therefore

1 = (4π/q²) Σ 2D/(ω² − D²).

This is the zero of the Lindhard dielectric function, a mean-field result without exchange and correlation. For small q,

2D/(ω² − D²) = 2D/ω² + 2D³/ω⁴ + …

Write ⟨…⟩ for the average over occupied states. Odd powers of k·q average to zero, and ⟨(k·q)²⟩ = q²⟨k²⟩/3 because the distribution is isotropic. Hence

⟨2D⟩ = q²,

⟨2D³⟩ = 2 × 3 × (q²⟨k²⟩/3) × (q²/2) + q⁶/4 = q⁴⟨k²⟩ + q⁶/4.

The q⁶ term is dropped, since it contributes at the next order. With n electrons per unit volume the condition becomes

1 = (4πn/ω²)(1 + q²⟨k²⟩/ω²).

Multiply by ω² and put ω² = ω_p² inside the small correction:

ω² = ω_p² + q²⟨k²⟩.

At q = 0 the velocities have dropped out and the density alone remains. At fixed density, heating the electrons does not move the long-wavelength line in this model.

At finite q there is a small effect. For a cold Fermi sphere of radius k_F, with k_F³ = 3π²n, the average is ⟨k²⟩ = (3/5)k_F². Expanding the square root gives

E(q) − E(0) = (3/10) k_F² q²/ω_p.

For q = 0.10 Å⁻¹ this is 33.8 meV.

To include temperature, let g(ε) be the density of states, μ the chemical potential and E_F = k_F²/2 the Fermi energy. For a smooth function h, the Sommerfeld expansion reads

∫ h f dε = ∫₀^μ h dε + (π²/6)(k_BT)² h′(μ) + …,

where f is the Fermi distribution. Setting h = g and holding n fixed gives

(μ − E_F) g = −(π²/6)(k_BT)² g′.

Setting h = εg gives the change of the energy density:

δU = E_F g (μ − E_F) + (π²/6)(k_BT)²(g + E_F g′) = (π²/6)(k_BT)² g.

The terms with g′ have cancelled. With g = 3n/(2E_F), the energy per electron rises from (3/5)E_F by (π²/4)(k_BT)²/E_F. Its relative rise, which is also that of ⟨k²⟩, is

(5π²/12)(k_BT/E_F)².

Here E_F = 11.65 eV. At 300 K and q = 0.10 Å⁻¹ the resulting drift is 4.6×10⁻⁶ meV/K, about one part in 10⁵ of the rate in (b). Dilution moves the line; the direct heating of the electrons is negligible.

These statements were tested by solving the plasmon condition numerically, with sums over the occupied states. Extrapolated to q = 0, the solution gives 15.7821 eV, as the formula does. Letting the cell expand gives −0.5445 meV/K, again in agreement. With electrons heated to k_BT = 0.05 E_F at fixed density, the energy at q = 0 stays the same within one part in 10⁵, while the offset at q = 0.10 Å⁻¹ grows by 1.027 %, against 1.028 % from the formula. The agreement in the last digit is partly accidental: the next Sommerfeld term lowers the rise of ⟨k²⟩ to 1.024 %, and the q⁴ terms of the dispersion raise the offset again.

The offset has a practical consequence. It corresponds to 33.8/0.52 ≈ 65 K. If the cold spectrum were taken at q near zero and the hot one at 0.10 Å⁻¹, the error would be of that size. With the same range of q in both spectra the offset nearly cancels: it varies as k_F²/ω_p, that is as n^(2/3)/n^(1/2) = n^(1/6), so its relative drift is −α/2. At q = 0.10 Å⁻¹ this amounts to −3.9×10⁻⁴ meV/K. The offset and its drift grow as q², so a wide collection angle gives a larger offset and a peak skewed towards high loss.

**(d) The temperature rise.** The line has moved by −50 meV. The linear rule with the unrounded rate of −0.5175 meV/K gives

ΔT = 50/0.5175 = 96.6 K.

For constant α the law in (b) integrates to ln(E_hot/E_cold) = −(3/2)αΔT, so

ΔT = (2/(3α)) ln(15.000/14.950) = 96.8 K.

The difference between these two is small because the line moves by only 0.33 %. The growth of α matters more. Write α = α₀ + α₁t, where t is the temperature above 300 K and α₁ = 1.2×10⁻⁸ K⁻². Define the logarithmic change of length

s = (2/3) ln(15.000/14.950) = 2.226×10⁻³.

It must equal the integral of α:

α₀ΔT + ½α₁ΔT² = s.

The positive root of this quadratic equation is

ΔT = [√(α₀² + 2α₁s) − α₀]/α₁ = 94.5 K.

The powered interconnect is therefore at about 394 K within this model and with these data. The growth of α is a rough figure: with α₁ = 1.8×10⁻⁸ K⁻² the rise would be 93.4 K, so real work needs measured values of α(T). A coefficient that grows on heating makes each further kelvin more effective, so fewer kelvins are needed for the same shift.

**(e) The counting error.** The peak is about a thousand times wider than the shift per kelvin. Its centre can still be located well, because many counts on both flanks respond to a displacement.

Take a Lorentzian peak with half-width w = Γ/2. With x the distance from the centre, its normalized shape is

p(x) = (w/π)/(x² + w²).

A bin with mean count λ has the Poisson variance λ. If the centre moves by δ, the mean changes by (∂λ/∂δ)δ. The information on δ is the sum of (∂λ/∂δ)²/λ over all bins. For narrow bins and N counts,

I = N ∫ (p′)²/p dx.

Since p′ = −2x p/(x² + w²),

I = N (4w/π) ∫ x²/(x² + w²)³ dx.

The substitution x = w tan θ turns the integral into w⁻³ ∫ sin²θ cos²θ dθ from −π/2 to π/2, which is π/(8w³). Thus

I = N/(2w²).

The smallest standard error of an unbiased estimate is 1/√I:

σ_E = w√(2/N) = Γ/√(2N).

Fitting the height and width as well does not raise this limit for a symmetric peak. Their effects on the spectrum are even in x, that of a displacement is odd, and the two do not mix. For the present numbers,

σ_E = 0.50 eV/√(2×10⁶) = 0.354 meV.

The temperature rise needs two spectra with independent errors, which adds a factor √2. With the constant rate of (b),

σ_T = √2 × 0.354/0.5175 = 0.97 K.

With the growing α of (d), the rate at the hot end applies (α = 24.1×10⁻⁶ K⁻¹) and the error is 0.92 K.

The constant-rate result was tested on 400 simulated pairs of spectra with Poisson noise. They had the nearly Lorentzian Drude loss shape given below, between 12 and 18 eV, with centre, width and height all fitted and the weights taken from the true mean counts. The temperatures scattered by 0.96 K about a mean of 96.85 K; the constant-α value put into the simulation was 96.78 K. The difference of 0.07 K is compatible with the expected error of the mean, 0.97/√400 ≈ 0.05 K.

The result is a statistical floor. Background, multiple scattering and drift of the energy scale are left out. The last is demanding: an error of 1 K corresponds to 0.5 meV, so the distance between the plasmon peak and the zero-loss peak must be reproducible to a fraction of a meV for work at the kelvin level.

**The model beside a real interconnect**

The cell edge, expansion coefficient and peak width are typical of aluminium, and a rate near −0.5 meV/K is a reasonable first estimate. Three assumptions need care.

First, an interconnect adheres to its surroundings and does not expand freely. For a wide film with a free surface, Variation 1 finds a rate lower by about a quarter; for a line embedded in other material the reduction depends on the surroundings.

Second, damping displaces the highest point of the peak. For the Drude dielectric function 1 − E²/[ω(ω + iΓ)], the loss spectrum is proportional to

ω/[(ω² − E²)² + ω²Γ²].

Put y = ω² − E². Setting the derivative to zero gives

y² + ω²Γ² = 2ω²(2y + Γ²), or y² = ω²(4y + Γ²).

For Γ much smaller than E the left side is negligible, so y = −Γ²/4 and the maximum lies Γ²/(8E) below E, here by 2.1 meV. A constant displacement cancels between spectra. If the width grew by 10 % per 100 K, an assumed figure, the drift would be −ΓΓ′/(4E) = −0.004 meV/K, with Γ′ = dΓ/dT. That is below 1 % of the main rate.

Third, the lattice potential may change the ratio that (b) held fixed. Variation 2 finds that core polarization leaves 0.549 eV of the gap between the free-electron and observed energies unexplained. Suppose that all of this came from the lattice potential and scaled with its square. Vibrations with mean square displacement ⟨u²⟩ along one axis weaken the squared potential of wave number G by the Debye–Waller factor exp(−G²⟨u²⟩). A Debye model with a rough Debye temperature of 400 K gives d⟨u²⟩/dT = 3.21×10⁻⁵ Å²/K, and the shortest reciprocal lattice vector has G² = 7.22 Å⁻². The resulting scale is

0.549 eV × 7.22 Å⁻² × 3.21×10⁻⁵ Å²/K = 0.127 meV/K,

or 25 % of the main rate. The use of the shortest vector is a further supposition. In aluminium the (111) component of the potential is weak and higher shells can dominate. With the (220) vector, G² = 19.3 Å⁻², the same gap would give 0.34 meV/K, while a lattice share smaller than the whole gap would lower the figure in proportion. Taken literally, the supposition makes the gap shrink on heating, which would oppose the main shift. But the vibrations also scatter electrons, and the estimate leaves this out. The result is therefore an order of magnitude, neither a prediction nor a bound, and its sign is not established here. It can also add to the effect of clamping. If both lowered the rate by the amounts estimated here, the rate would be about −0.25 meV/K, and a shift of 50 meV would mean roughly 200 K instead of 97 K. An absolute temperature therefore calls for a calibration at known temperatures, on the same kind of sample attached in the same way. The surroundings should also warm as they do in operation. If the substrate of Variation 1 stayed cold while the film warmed, α_s would be replaced by zero and the rate would be −0.36 instead of −0.38 meV/K.

**Variation 1: a film clamped to a substrate**

*A wide aluminium film adheres to a substrate with expansion coefficient α_s = 3×10⁻⁶ per K. Both warm together, starting from a state in which the film is free of stress. The film stays elastic, with Poisson ratio ν = 0.35 and Young modulus 70 GPa (rough values). Find the new rate.*

Per kelvin, the film is forced to expand by α_s in its plane instead of α. The elastic strain in each in-plane direction is e = α_s − α. The surface is free, so there is no normal stress. With Young modulus Y and equal in-plane stresses S, Hooke's law gives

Ye = (1 − ν)S, Ye_z = −2νS.

Eliminating S gives e_z = −2νe/(1 − ν) = 2ν(α − α_s)/(1 − ν). The normal direction also has its thermal expansion α. The volume rate is then

β = 2α_s + α + 2ν(α − α_s)/(1 − ν) = (6 + 23 + 21.5)×10⁻⁶ K⁻¹ = 50.5×10⁻⁶ K⁻¹,

compared with 3α = 69×10⁻⁶ K⁻¹ for free expansion. Since d ln E/dT = −β/2,

dE/dT = −½ × 50.5×10⁻⁶ K⁻¹ × 15.0 eV = −0.38 meV/K.

The same 50 meV shift would now mean about 132 K by the linear rule, instead of 97 K. For α_s = α the free result returns.

The in-plane stress is compressive and reaches Y(α − α_s)ΔT/(1 − ν) = 215 MPa for a rise of 100 K. A soft film may yield before that. If plastic flow conserves volume and removes the stress completely, the elastic strain vanishes and the volume rate returns to 3α. For a partly relaxed film whose stress is still compressive, the total volume change since the stress-free start lies between the two cases.

**Variation 2: polarizable ion cores**

*Give each ion core a fixed polarizability α_c = 0.04 Å³ (rough value). How do the energy and its rate change for free expansion?*

Assume that each core feels the average field, without a local-field correction. There is one core per three electrons, so the cores contribute the dielectric constant

ε_c = 1 + 4π(n/3)α_c = 1 + 4π × 0.0602 × 0.04 = 1.030.

The total dielectric function ε_c − 4πn/ω² vanishes at

E = √(4πn/ε_c) = 15.78 eV/√1.030 = 15.55 eV.

The cores screen the restoring field and lower the energy. This explains 0.23 eV of the gap to the observed line and leaves the 0.549 eV used above.

For the rate, note that ε_c − 1 is proportional to n, so d ln ε_c/d ln n = (ε_c − 1)/ε_c. Then

d ln E/d ln n = ½[1 − (ε_c − 1)/ε_c] = 1/(2ε_c),

dE/dT = −(3/2)αE/ε_c = −0.52 meV/K.

Expansion dilutes the screening cores together with the electrons, which offsets a small part of the shift: the relative rate is 3 % smaller than −(3/2)α. For α_c = 0 the free-electron result returns. The numerical output follows.

Calculated quantities

```
Lattice parameter (rough): 4.05 angstrom
Expansion coefficient at 300 K (rough): 23.0 1e-6/K
Growth of expansion coefficient (rough): 1.2 1e-8/K^2
Electron density: 0.1806 1/angstrom^3
Electron density: 0.02677 atomic units
Free-electron plasmon, formula: 15.7821 eV
Free-electron plasmon, Lindhard: 15.7821 eV
Lindhard shift, 20 to 200 nodes: 3.6e-14 eV
Free-electron rate, formula: -0.5445 meV/K
Free-electron rate, Lindhard: -0.5445 meV/K
Rate for the 15.0 eV line: -0.5175 meV/K
Relative rate: -34.5 1e-6/K
Fermi energy: 11.65 eV
Wave number for dispersion: 0.10 1/angstrom
Dispersion offset, formula: 33.76 meV
Dispersion offset, Lindhard: 33.80 meV
Drift of dispersion offset: -3.9e-04 meV/K
Electron-heating drift at this q: 4.6e-06 meV/K
Hot-electron test, kT/E_F: 0.05 (no unit)
Hot-electron dispersion gain, Lindhard: 1.027 %
Hot-electron dispersion gain, formula: 1.028 %
Cold line reading: 15.000 eV
Hot line reading: 14.950 eV
Temperature rise, linear rule: 96.62 K
Temperature rise, logarithmic rule: 96.78 K
Temperature rise, growing alpha: 94.45 K
Hot temperature, growing alpha: 394.5 K
Peak width (rough): 0.50 eV
Counts per peak: 1.0e+06 counts
Centre error of one spectrum: 0.354 meV
Temperature error of a pair, formula: 0.97 K
Temperature error of a pair, simulated: 0.96 K
Mean simulated rise, constant alpha: 96.85 K
Number of simulated pairs: 400 pairs
Damping shift of maximum, formula: -2.083 meV
Damping shift of maximum, numerical: -2.083 meV
Assumed broadening rate: 0.50 meV/K
Resulting damping drift: -0.0042 meV/K
Core polarizability (rough): 0.04 angstrom^3
Core dielectric constant: 1.0303 (no unit)
Plasmon with polarizable cores: 15.549 eV
Rate with polarizable cores: -0.5207 meV/K
Substrate expansion (rough): 3.0 1e-6/K
Poisson ratio (rough): 0.35 (no unit)
Young modulus (rough): 70 GPa
Free volume expansion: 69.0 1e-6/K
Clamped volume expansion: 50.5 1e-6/K
Rate for clamped film: -0.3790 meV/K
Elastic film stress for 100 K rise: 215 MPa
Debye temperature (rough): 400 K
Vibration slope: 3.21 1e-5 angstrom^2/K
Squared 111 lattice wave number: 7.22 1/angstrom^2
Energy deficit left after cores: 0.549 eV
Lattice-potential scale, sign open: 0.127 meV/K
That scale relative to main rate: 25 %
```
